# How Fast the RPA Energy Integrand Decays at High Frequency

## Question

The correlation energy in the random-phase approximation (RPA) is an integral over imaginary frequency,

$$E=\frac{\hbar}{2\pi}\int_0^\infty I(\omega)\,d\omega,\qquad I(\omega)=\mathrm{Tr}\left[\ln(1-v\chi_0(i\omega))+v\chi_0(i\omega)\right].$$

Here $\chi_0$ is the density response of independent electrons and $v(q)=e^2/(\varepsilon_0q^2)$ is the Coulomb interaction. A frequency grid has to reach far enough to capture the tail of $I$. What power of $\omega$ governs that tail, does it depend on the basis set, and how much energy lies in it?

## Answer

**A finite basis.** Write $y=-v\chi_0$, which has non-negative eigenvalues. The linear term of the logarithm cancels:

$$\ln(1+y)-y=-\frac{y^2}{2}+\frac{y^3}{3}-\dots$$

An excitation of energy $\Delta$ enters $\chi_0(i\omega)$ through the factor $2\Delta/(\Delta^2+\hbar^2\omega^2)$. A finite basis has a highest excitation energy. Once $\hbar\omega$ is far above it, every such factor becomes $2\Delta/(\hbar\omega)^2$, so $y\propto\omega^{-2}$ and $I\propto\omega^{-4}$.

In a complete basis there are excitations above any chosen $\hbar\omega$, and this argument fails. The number of excitations that matter then grows with $\omega$, and it has to be counted.

**The response at high frequency.** Take an unpolarized electron gas of density $n$ in a volume $V$, with Fermi wavevector $k_F$ and Fermi energy $E_F$. Let $f_k$ be 1 inside the Fermi sphere and 0 outside. With both spins,

$$\chi_0(q,i\omega)=-2\int\frac{d^3k}{(2\pi)^3}\,f_k\,\frac{2\Delta}{\Delta^2+\hbar^2\omega^2},\qquad \Delta=\frac{\hbar^2(q^2+2\mathbf k\cdot\mathbf q)}{2m}.$$

The Pauli factor $1-f_{k+q}$ may be omitted. The term it would remove contains $f_kf_{k+q}$, which is unchanged by $\mathbf k\to-\mathbf k-\mathbf q$, while $\Delta$ changes sign. That term integrates to zero.

Let $\varepsilon_q=\hbar^2q^2/2m$ and suppose $\hbar\omega\gg E_F$. Two ranges of $q$ cover all cases:

- If every $\Delta\ll\hbar\omega$, the factor is $2\Delta/(\hbar\omega)^2$. The term $\mathbf k\cdot\mathbf q$ averages to zero over the sphere, leaving $2\varepsilon_q/(\hbar\omega)^2$.
- If $q\gg k_F$, then $\Delta\approx\varepsilon_q$, and the factor is $2\varepsilon_q/(\varepsilon_q^2+\hbar^2\omega^2)$.

The second expression reduces to the first for $\varepsilon_q\ll\hbar\omega$, so it serves for all $q$. Since $2\int f_k\,d^3k/(2\pi)^3=n$,

$$y=\frac{e^2}{\varepsilon_0q^2}\,n\,\frac{\hbar^2q^2/m}{\varepsilon_q^2+\hbar^2\omega^2}=\frac{\omega_p^2}{\omega_q^2+\omega^2},\qquad \omega_p^2=\frac{ne^2}{m\varepsilon_0},\quad \omega_q=\frac{\hbar q^2}{2m}.$$

The $q^2$ of the response has cancelled the $q^{-2}$ of the interaction. All momentum transfers with $\omega_q\ll\omega$ therefore have the same $y$, and $y$ falls off only when $\omega_q$ becomes comparable to $\omega$.

**Counting the momentum transfers.** For $\omega\gg\omega_p$ the quadratic term of the logarithm dominates. Represent the finite basis by a largest momentum transfer $q_c$, with energy $\varepsilon_c=\hbar^2q_c^2/2m$. The trace is $V\int d^3q/(2\pi)^3=(V/2\pi^2)\int q^2dq$, so

$$I\approx-\frac{V}{4\pi^2}\int_0^{q_c}\frac{\omega_p^4\,q^2\,dq}{(\omega_q^2+\omega^2)^2}.$$

Put $q=x\sqrt{2m\omega/\hbar}$, which makes $\omega_q=\omega x^2$:

$$I\approx-\frac{V}{4\pi^2}\left(\frac{2m\omega}{\hbar}\right)^{3/2}\frac{\omega_p^4}{\omega^4}\,F(X),\qquad F(X)=\int_0^X\frac{x^2dx}{(1+x^4)^2},\qquad X^2=\frac{\varepsilon_c}{\hbar\omega}.$$

Each momentum transfer supplies $\omega^{-4}$, and the volume of $q$-space that takes part supplies $\omega^{3/2}$.

**Complete basis.** Here $X\to\infty$. With $t=x^4$,

$$F(\infty)=\frac14\int_0^\infty\frac{t^{-1/4}dt}{(1+t)^2}=\frac14\Gamma(\tfrac34)\Gamma(\tfrac54)=\frac1{16}\Gamma(\tfrac34)\Gamma(\tfrac14)=\frac{\pi\sqrt2}{16},$$

where the last step uses $\Gamma(\tfrac14)\Gamma(\tfrac34)=\pi/\sin(\pi/4)$. The numerical factors combine as $2^{3/2}\cdot\sqrt2\,\pi/(4\pi^2\cdot16)=1/(16\pi)$, and

$$I\to-\frac{V}{16\pi}\left(\frac m\hbar\right)^{3/2}\frac{\omega_p^4}{\omega^{5/2}}.$$

**Finite basis.** For $\hbar\omega\gg\varepsilon_c$, $X$ is small and $F\approx X^3/3$. Because $(2m\omega/\hbar)^{3/2}X^3=q_c^3$,

$$I\to-\frac{V q_c^3\,\omega_p^4}{12\pi^2\,\omega^4}.$$

**The crossover.** The two asymptotes meet where $X^3/3=\pi\sqrt2/16$, that is, where $(\varepsilon_c/\hbar\omega)^{3/2}=3\pi\sqrt2/16$. Hence

$$\hbar\omega_x=\left(\frac{16}{3\pi\sqrt2}\right)^{2/3}\varepsilon_c\approx1.13\,\varepsilon_c.$$

The density has dropped out: at leading order the crossover measures the basis alone. The change is gradual. Define the local exponent $p=-d\ln|I|/d\ln\omega$. Since $|I|\propto\omega^{-5/2}F(X)$ and $d\ln X/d\ln\omega=-1/2$,

$$p=\frac52+\frac{X F'(X)}{2F(X)}.$$

This gives $p=3.27$ at $\omega_x$, close to the midpoint 3.25 between the two powers.

Below the crossover, the missing part of $F$ is about $\int_X^\infty x^{-6}dx=X^{-5}/5$. Relative to the complete-basis value, the finite basis loses a fraction $\frac{16}{5\pi\sqrt2}(\hbar\omega/\varepsilon_c)^{5/2}\approx0.72\,(\hbar\omega/\varepsilon_c)^{5/2}$. Above it, $(1+x^4)^{-2}\approx1-2x^4$ gives $F\approx\frac{X^3}{3}\left(1-\frac67X^4\right)$, so the $\omega^{-4}$ law is approached with relative correction $-\frac67(\varepsilon_c/\hbar\omega)^2$.

**Where the 5/2 law begins.** The motion of the electrons in the Fermi sea gives the first correction. Write $\Delta=\varepsilon_q+\delta$ with $\delta=\hbar^2\mathbf k\cdot\mathbf q/m$. Over the sphere $\langle\delta\rangle=0$ and, with $\langle k^2\rangle=\frac35k_F^2$,

$$\langle\delta^2\rangle=\frac{\hbar^4q^2}{m^2}\,\frac{k_F^2}{5}=\frac45\varepsilon_qE_F.$$

Let $u=\varepsilon_q/\hbar\omega$ and $h(u)=2u/(1+u^2)$, so that $h''=4u(u^2-3)/(1+u^2)^3$. To second order in $\delta$, averaging replaces $h$ by $h+\frac25\frac{E_F}{\hbar\omega}u\,h''$. As $y\propto h/u$ and $q^2dq\propto u^{1/2}du$, the relative change of the integral of $y^2$ is

$$\frac45\frac{E_F}{\hbar\omega}\;\frac{\int_0^\infty u^{-1/2}h\,h''\,du}{\int_0^\infty u^{-3/2}h^2\,du}
=\frac45\frac{E_F}{\hbar\omega}\;\frac{8\int_0^\infty u^{3/2}(u^2-3)(1+u^2)^{-4}du}{4\int_0^\infty u^{1/2}(1+u^2)^{-2}du}.$$

Both integrals follow from

$$\int_0^\infty \frac{u^{a-1}du}{(1+u^2)^{b}}=\frac{\Gamma(a/2)\,\Gamma(b-a/2)}{2\Gamma(b)}.$$

The numerator is $8\cdot\frac{\pi\sqrt2}{12}\cdot\frac{15-63}{64}=-\frac{\pi\sqrt2}2$ and the denominator is $4\cdot\frac{\pi\sqrt2}8=\frac{\pi\sqrt2}2$. The relative correction is therefore $-\frac45E_F/(\hbar\omega)$. The cubic term of the logarithm adds a relative reduction of at most about $\frac23(\omega_p/\omega)^2$, because $y\le\omega_p^2/\omega^2$.

The 5/2 power is thus visible in the window $E_F,\hbar\omega_p\ll\hbar\omega\ll\varepsilon_c$. If the basis is too small to separate these scales, the integrand passes to $\omega^{-4}$ without showing it.

## Size of the effect in a model electron gas

Take $n=2.0\times10^{28}\ \mathrm{m^{-3}}$ and $\varepsilon_c=400$ eV. Then $E_F=2.69$ eV and $\hbar\omega_p=5.25$ eV. The Fermi-motion correction has fallen to 5% at $0.8\times2.69/0.05=43$ eV. The crossover lies at $1.1295\times400=452$ eV, or $\omega_x=6.86\times10^{17}$ rad/s. These two marks are a decade apart, but at the crossover the finite-basis integrand is already about 40% below the 5/2 law. It stays within 5% of that law only from about 50 to 115 eV, a factor of two in frequency.

For numbers per electron, use $n=k_F^3/3\pi^2$ and $m\omega/\hbar=\frac12k_F^2\,\hbar\omega/E_F$ in the complete-basis law:

$$\frac{|I|}{nV}=\frac{3\pi}{32\sqrt2}\left(\frac{\hbar\omega}{E_F}\right)^{3/2}\left(\frac{\omega_p}{\omega}\right)^4.$$

At $\hbar\omega=4000$ eV this is $0.208\times5.74\times10^4\times2.97\times10^{-12}=3.55\times10^{-8}$. The full logarithm, with $\chi_0$ integrated over the Fermi sphere, gives the same three digits. Its values in the two bases are:

| $\hbar\omega$ (eV) | complete | finite | $p$ complete | $p$ finite |
|---|---|---|---|---|
| 100 | $3.52\times10^{-4}$ | $3.44\times10^{-4}$ | 2.48 | 2.53 |
| 400 | $1.12\times10^{-5}$ | $7.47\times10^{-6}$ | 2.49 | 3.17 |
| 1000 | $1.13\times10^{-6}$ | $3.04\times10^{-7}$ | 2.50 | 3.76 |
| 4000 | $3.55\times10^{-8}$ | $1.34\times10^{-9}$ | 2.50 | 3.98 |

At 100 eV the finite basis has lost 2.2% of the complete-basis integrand, and $0.72\times(1/4)^{5/2}$ is 2.3%. At 4000 eV it retains 3.8%, in line with $(452/4000)^{3/2}$. In the tests, both asymptotic amplitudes agree with the full integrand to better than 0.1% at $\hbar\omega=100\,\varepsilon_c$.

## What the tail means for a frequency grid

Integrating the two laws from a frequency $W$ upwards gives the neglected energy,

$$E_{>W}^{\rm complete}=-\frac{\hbar V}{48\pi^2}\left(\frac m\hbar\right)^{3/2}\frac{\omega_p^4}{W^{3/2}},\qquad
E_{>W}^{\rm finite}=-\frac{\hbar V q_c^3\omega_p^4}{72\pi^3W^3},$$

the second for $\hbar W\gg\varepsilon_c$. Beyond $\hbar W=2000$ eV the computed tails are $-4.3\times10^{-5}$ eV per electron in the complete basis and $-2.2\times10^{-6}$ eV in the finite one. The ratio is about 19. The difference is a basis-set error, which no refinement of the frequency grid can recover.

The power also decides which change of variable suits the tail. With $\omega\propto1/t$, $d\omega\propto t^{-2}dt$, and a 5/2 tail becomes $t^{5/2-2}=t^{1/2}$, which is not smooth at $t=0$. With $\omega\propto1/t^2$ it becomes $t^5\,t^{-3}=t^2$, which is. For an $\omega^{-4}$ tail, $\omega\propto1/t$ already gives $t^2$. When the basis is enlarged, the 5/2 decay extends to a frequency that rises in proportion to $\varepsilon_c$. The grid need not follow it all the way: for a fixed error in the energy, the required $W$ levels off at the value set by the complete-basis tail, which falls as $W^{-3/2}$.

## Does it hold for an inhomogeneous system?

Let the density $n(\mathbf r)$ be smooth. For large $q'$, the state $e^{i\mathbf q'\cdot\mathbf r}\varphi_i$ made from an occupied orbital $\varphi_i$ has an excitation energy close to $\varepsilon_{q'}$. Closure over the final states then gives

$$\chi_0(\mathbf q,\mathbf q')\approx-n_{\mathbf q-\mathbf q'}\,\frac{2\varepsilon_q}{\varepsilon_q^2+\hbar^2\omega^2},\qquad n_{\mathbf K}=\int n(\mathbf r)\,e^{-i\mathbf K\cdot\mathbf r}d^3r.$$

A smooth density has components $n_{\mathbf K}$ at $K\ll q$, so both interactions in the trace may be taken at the same $q$. The remaining sum is $\int|n_{\mathbf K}|^2d^3K/(2\pi)^3=\int n^2d^3r$. Thus $Vn^2$ is replaced by $\int n^2d^3r$ in both tails, and $\omega_x$ is unchanged. Density cusps at nuclei are outside this argument. The weight $n^2$ favours the densest region, so the lower edge of the window is set by the kinetic energy of the electrons there. In an all-electron atom that is the innermost shell, far above a valence $E_F$.

Two electrons in a harmonic well of frequency $\Omega$ provide a test with an orbital basis. With $s=\hbar/(2m\Omega)$ and ladder operators $\mathbf b$, $\mathbf r=\sqrt s\,(\mathbf b+\mathbf b^\dagger)$, so

$$e^{i\mathbf q'\cdot\mathbf r}|0\rangle=e^{-sq'^2/2}\,e^{i\sqrt s\,\mathbf q'\cdot\mathbf b^\dagger}|0\rangle.$$

Projecting on the shell of excitation energy $N\hbar\Omega$ gives

$$\chi_0(\mathbf q,\mathbf q')=-2\sum_{N=1}^{N_c}\frac{2N\hbar\Omega}{(N\hbar\Omega)^2+\hbar^2\omega^2}\;e^{-s(q^2+q'^2)/2}\,\frac{(s\,\mathbf q\cdot\mathbf q')^N}{N!}.$$

Cutting the sum at $N_c=3000$ sets $\varepsilon_c=N_c\hbar\Omega$. The trace $-\frac12\mathrm{Tr}(v\chi_0)^2$, which fixes the leading tail, was summed over shells. Divided by the 5/2 law with $\int n^2d^3r$, it is 0.944 at $\omega=50\,\Omega$ and 0.984 at $200\,\Omega$. The deficit shrinks with rising frequency only until the cutoff loss $0.72\,(\hbar\omega/\varepsilon_c)^{5/2}$ takes over. It is smallest, about 1.3%, near $\omega=350\,\Omega$, roughly $\varepsilon_c/8\hbar$, and grows again beyond that. At $\hbar\omega=20\,\varepsilon_c$ the sum is 1.8% below the $\omega^{-4}$ law; the correction $-\frac67(\varepsilon_c/\hbar\omega)^2$ accounts for 0.2% of this. The crossover factor from these sums is 1.128, against 1.130 from the formula; part of this closeness comes from two amplitudes that are low by similar amounts.

The factor 1.13 belongs to a sharp cutoff in momentum transfer. If the orbital wavevectors are cut off instead, the factor is lower by a relative amount of order $k_F/q_c$. Atom-centred basis sets have no sharp cutoff, so the factor is not established for them. The $\omega^{-4}$ law still holds there once $\hbar\omega$ is far above the highest excitation energy of the basis. The numerical output below lists the full set of values.

## Computed results

```
density n = 2.00e+28 m^-3
Fermi wavevector = 8.3975e+09 m^-1
Fermi energy EF = 2.6867 eV
plasmon energy hbar*wp = 5.2514 eV
cutoff energy ec = 400.0 eV
cutoff wavevector qc = 1.0246e+11 m^-1
F(infinity) = 0.277680 (dimensionless)
crossover factor hbar*w_x/ec = 1.12951 (dimensionless)
crossover energy hbar*w_x = 451.80 eV
crossover frequency w_x = 6.8641e+17 rad/s
crossing of computed asymptotes = 451.79 eV
local exponent at w_x, full integrand = 3.2623
local exponent at w_x, formula = 3.2685
hbar*w/ec where formula exponent is 3.25 = 1.1033
hbar*w where formula exponent is 3.25 = 441.32 eV
computed coefficient of EF/(hbar*w) = -0.8033
hbar*w where that correction is 5 percent = 42.99 eV
far-tail ratios computed/law at hbar*w = 100 ec:
  complete 0.999946, finite 0.999912
Table: hbar*w in eV; -I per electron (dimensionless); exponents
  hbar*w   complete     finite       p_complete  p_finite
      50   1.9400e-03   1.9320e-03   2.4482      2.4582
     100   3.5158e-04   3.4397e-04   2.4762      2.5281
     200   6.2877e-05   5.6546e-05   2.4887      2.7165
     400   1.1177e-05   7.4688e-06   2.4945      3.1660
    1000   1.1348e-06   3.0351e-07   2.4978      3.7614
    4000   3.5520e-08   1.3374e-09   2.4995      3.9827
   20000   6.3568e-10   2.1578e-12   2.4999      3.9993
tail start hbar*W = 2000.0 eV
energy beyond W per electron, complete = -4.2635e-05 eV
  from the W^(-3/2) law = -4.2662e-05 eV
energy beyond W per electron, finite = -2.2434e-06 eV
  from the W^(-3) law = -2.2903e-06 eV
well quantum = 10.0 eV; shells = 3000
well: integral of n^2 = 3.8182e+29 m^-3
well: computed/law at w = 50 quanta = 0.94439
well: computed/law at w = 200 quanta = 0.98368
well: computed/law for w^-4 tail = 0.98183
well: computed crossover factor = 1.12809
```
